# Numerov and Bates-Damgaard dipole integrals tested on a model atom, part 2

One valence electron moves in a central potential $V(r)$ that equals $-1/r$ outside an ionic core. In Hartree atomic units its normalised radial function obeys $u''=[l(l+1)/r^2+2V-2E]u$, with $E=-1/(2\nu^2)$ and quantum defect $\mu=n-\nu$. The goal is $R=\int_0^\infty u_1\,r\,u_2\,dr$ with $l_2=l_1\pm1$. The Coulomb approximation takes $\nu$ from the level and sets $V=-1/r$ wherever it integrates. Here a model atom supplies the levels and the exact $R$, against which Numerov and Bates-Damgaard (BD) are tested.

With $z=2r/\nu$, the Coulomb solutions are $W\to z^\nu e^{-z/2}$ at large $z$ and $M\to z^{l+1}$ at small $z$. At integer $\nu=n$, $W=(-1)^{n-l-1}\Gamma(n+l+1)M/\Gamma(2l+2)$. Define $w=KW$ with $K=[\nu^2\Gamma(\nu+l+1)\Gamma(\nu-l)]^{-1/2}$. For $l\ge1$, $w\to C\,r^{-l}(1+r/l)$ at small $r$, so for $l=1$

$$\int_{r_1}^{r_2}w^2dr\approx C^2\Big[\frac1{r_1}-\frac1{r_2}+2\ln\frac{r_2}{r_1}\Big].$$

The Numerov method uses $r=x^2$, $u=x^{1/2}\chi$, step $h$ and $\tau_i=h^2g_i/12$:

$$\chi''=g\chi,\qquad g=\frac{(2l+\frac12)(2l+\frac32)}{x^2}-8+\frac{4x^2}{\nu^2}, \tag{2}$$

$$\chi_{i-1}=\frac{2(1+5\tau_i)\chi_i-(1-\tau_{i+1})\chi_{i+1}}{1-\tau_{i-1}} . \tag{3}$$

Integration runs inward from $r_{\rm out}=2\nu(\nu+15)$ to a core radius $r_c$, with $u=0$ inside. Node gaps in $x$ exceed $\pi/\sqrt8$. With $N=\int_{r_c}^\infty w^2dr$ and $I=\int_{r_c}^\infty w_1\,r\,w_2\,dr$, $R_{\rm Num}=I/\sqrt{N_1N_2}$.

Let $\mathcal W[f,g]=fg'-f'g$, let subscript $E$ mean $\partial_E$, and let $F\propto r^{l+1}$ solve the full potential. At $r_m$ outside the core,

$$\int_{r_m}^\infty w^2dr=\tfrac12\mathcal W[w,w_E]_{r_m},\qquad\int_0^{r_m}F^2dr=-\tfrac12\mathcal W[F,F_E]_{r_m}. \tag{4}$$

Wherever the core potential is negligible, the exact function is

$$u=\zeta^{-1/2}\,w,\qquad \zeta=1+\frac{d\mu}{d\nu}=1+\frac{1}{\nu^3}\frac{d\mu}{dE}. \tag{5}$$

If $\mu(E)$ is nearly linear, two neighbouring levels give $\zeta\approx1+(\Delta\mu/\Delta E)/\nu^3$.

In the program output, "shape error" is the largest deviation of the Numerov solution from $W$, relative to the largest $|W|$, at points between 1 and 36 bohr. The "seed error ratio" is its change when $r_{\rm out}$ is moved, compared with a WKB estimate.

## The Bates-Damgaard integral

BD uses $w$ itself, that is $\zeta=1$, and replaces it by its expansion at large $r$. Insert $u=e^{-r/\nu}\sum_ta_tr^{k}$ with $k=\nu-t$. Each term has second derivative $e^{-r/\nu}[r^k/\nu^2-(2k/\nu)r^{k-1}+k(k-1)r^{k-2}]$. The $1/\nu^2$ terms cancel, and $2-2k/\nu=2t/\nu$, which leaves $\sum_ta_t\{(2t/\nu)r^{k-1}+[k(k-1)-l(l+1)]r^{k-2}\}=0$. Collecting $r^{\nu-t-1}$,

$$a_0=1,\qquad a_t=a_{t-1}\frac{\nu}{2t}\big[l(l+1)-(\nu-t)(\nu-t+1)\big],$$

and $w\sim Ke^{-r/\nu}(2r/\nu)^\nu\sum_ta_tr^{-t}$. For non-integer $\nu$ the ratio of successive terms tends to $-\nu t/(2r)$, so the series is asymptotic and diverges at every $r$.

For $\nu=n$ the bracket equals $-(k-l)(k+l+1)$ and vanishes at $k=l$, so the last term has $t=m=n-l-1$. In the variable $z$ the factor $(\nu/2)^t$ drops out. The product over $k=n-1,\dots,l+1$ gives $(-1)^m\,m!\,\Gamma(n+l+1)/[\Gamma(2l+2)\,m!]$ as the coefficient of $z^{l+1}$, which is the relation between $W$ and $M$ used above.

Multiply the two series, collect $p=t_1+t_2$ in $c_p=\sum_ta^{(1)}_ta^{(2)}_{p-t}$, and integrate from 0 to $\infty$ with $\int_0^\infty r^{\sigma-1}e^{-\beta r}dr=\Gamma(\sigma)/\beta^\sigma$. With $\Sigma=\nu_1+\nu_2$ and $\beta=1/\nu_1+1/\nu_2$,

$$R_{\rm BD}=K_1K_2\Big(\frac2{\nu_1}\Big)^{\nu_1}\Big(\frac2{\nu_2}\Big)^{\nu_2}\sum_{p=0}^{P}c_p\,\frac{\Gamma(\Sigma+2-p)}{\beta^{\Sigma+2-p}} . \tag{6}$$

The integrand of term $p$ goes as $r^{\Sigma+1-p}$, and the integrals diverge at the origin once $p\ge\Sigma+2$, so truncation plays the part of $r_c$. The convention here keeps powers $r^2$ and higher, $P=\lfloor\Sigma-1\rfloor$. For hydrogen the lowest power is $l_1+l_2+3\ge4$, nothing is dropped, and (6) is exact. For 1s–2p, $u_1=2re^{-r}$ and $u_2=r^2e^{-r/2}/\sqrt{24}$ give $2\cdot4!/[\sqrt{24}\,(3/2)^5]=128\sqrt6/243=1.290266$ bohr. BD returns 1.290266 and Numerov with $r_c=0.01$ bohr returns 1.290267. For 30s–30p both return 1349.2498 bohr, equal to the closed form $\tfrac32n\sqrt{n^2-1}$. The terms of (6) cancel in part, and the program sums them in extended precision.

## The scheme

1. Take $\nu_1,l_1,\nu_2,l_2$ from the levels, and choose $h$ and $x_c=\sqrt{r_c}$.
2. Use the common mesh $x_i=x_c+ih$. For each state take an even number of intervals up to $x\approx\sqrt{2\nu(\nu+15)}$.
3. Set the outermost $\chi$ to zero and the next to a small positive number, and apply (3) down to $x_c$.
4. Normalise so that $2\int\chi^2x^2dx=1$.
5. Form $R_{\rm Num}=2\int\chi_1\chi_2x^4dx$ over the shorter range, and repeat for several $r_c$.

## Worked example

The model is $V=-[1+(Z-1)e^{-ar}]/r$ with round values $Z=11$ and $a=2.5$ bohr$^{-1}$. It has no core polarisation and no correction to the dipole operator, so "exact" means exact for this potential, obtained by B-spline diagonalisation. Levels with $n\ge3$ are the valence levels. Digits beyond the third serve only to compare methods. The step is $h=0.01$ bohr$^{1/2}$ and $r_c=1$ bohr, where the extra term $(Z-1)e^{-ar}$ in $-rV$ has fallen to 0.82, comparable to the Coulomb term 1.

The levels are $E_{3s}=-0.1809864$ and $E_{3p}=-0.1089599$ hartree, so $\nu_{3s}=1.662119$ and $\nu_{3p}=2.142159$, with defects 1.3379 and 0.8578. The 3d defect is 0.0031. The 3s–3p gap is 0.072026 hartree, or 1.96 eV.

For BD, $\Sigma=3.804277$, $P=2$, $\beta=1.068461$ bohr$^{-1}$, and the prefactor in (6) is 0.109299. The first coefficients are

$$a_1^{(3s)}=0.83106\,[0-0.662119\times1.662119]=-0.91460,$$
$$a_1^{(3p)}=1.07108\,[2-1.142159\times2.142159]=-0.47844 ,$$

with $a_2^{(3s)}=-0.08502$ and $a_2^{(3p)}=-0.47084$. Hence $c_1=-1.3930$ and $c_2=-0.08502+0.43758-0.47084=-0.1183$. The $p=0$ term is 6.41769 bohr. Since $\Gamma(\sigma+1)=\sigma\Gamma(\sigma)$, the next terms follow from ratios: $c_1\beta/(\Sigma+1)=-0.30981$ gives $-1.98825$, and $(c_2/c_1)\beta/\Sigma=0.02385$ gives $-0.04742$. The sum is $R_{\rm BD}=4.38202$ bohr.

The integrals are in bohr, and the errors in brackets are relative to the exact value.

| pair | exact | Numerov | BD |
|---|---|---|---|
| 3s–3p | 4.5305 | 4.5687 (+0.84 %) | 4.3820 (−3.28 %) |
| 3p–4s | 4.4409 | 4.4646 (+0.53 %) | 4.4064 (−0.78 %) |
| 3p–3d | 6.0889 | 6.1130 (+0.40 %) | 6.0210 (−1.12 %) |
| 4s–4p | 10.5017 | 10.5268 (+0.24 %) | 10.4206 (−0.77 %) |
| 6s–6p | 29.1482 | 29.1630 (+0.05 %) | 29.1120 (−0.12 %) |
| 3s–4p | −0.3803 | −0.3815 (+0.32 %) | −0.3434 (−9.70 %) |

For 3s–3p, $eR$ is 11.52 debye exactly, 11.61 debye by Numerov and 11.14 debye by BD. The program asserts for all six pairs that a different seed for the first state of the pair changes $R_{\rm Num}$ by less than $10^{-8}$ bohr and halving $h$ by less than $10^{-5}$ bohr. The Numerov errors in the table therefore belong to the approximation and not to the arithmetic.

**Error budget of 3s–3p.** Outward integration of the model gives $\zeta_{3s}=0.979469$ and $\zeta_{3p}=0.975715$. The tested ratio $w^2/u^2$ at 10 bohr reproduces both, as (5) requires. The Numerov norms are $N_{3s}=0.969765$ and $N_{3p}=0.968175$, tested against (4). Then $\sqrt{\zeta_1\zeta_2}=0.97759$ and $\sqrt{N_1N_2}=0.96897$, so Numerov overestimates the product of outer amplitudes by the factor $0.97759/0.96897=1.0089$. Removing it gives 4.52841 bohr, 0.05 % below exact, so normalisation accounts for $+0.89$ % of the total $+0.84$ %. The sign has a plain cause: the exact states keep weights 0.01434 and 0.00856 inside $r_c$, which Numerov assigns to the outside. These weights alone would give the factor $[(1-0.01434)(1-0.00856)]^{-1/2}=1.0116$. The actual factor is smaller because $\int_{r_c}^\infty w^2dr/\zeta$ exceeds the exact outer weight, which by (5) can come only from the region beyond $r_c$ where the core potential still acts. The remainder has two parts. The exact integral gains 0.00571 bohr from $r<r_c$. Its outer part, $4.53047-0.00571=4.52476$ bohr, lies 0.00365 bohr below 4.52841, and by (5) this can come only from the region beyond $r_c$ where the core potential still acts.

BD errs in the opposite direction. Setting $\zeta=1$ when $\zeta<1$ lowers $R$ by the factor 0.97759, and restoring it gives $4.38202/0.97759=4.4825$ bohr, still 1.06 % below exact. The tail integral is $I=4.56869\times0.96897=4.4269$ bohr, and the truncated sum lies 0.045 bohr under it. The first dropped term is only 0.01913 bohr. For 3p–4s and 6s–6p, adding that term moves BD away from the exact value, to 4.3975 and 29.1058 bohr. It indicates the arbitrariness of the truncation and does not bound the error.

Equation (5) also shows how to use more spectroscopic input. With $\mu_{4s}=1.327508$ and $E_{4s}=-0.0700063$ hartree, $\Delta\mu/\Delta E=-0.010373/0.1109801=-0.09347$ hartree$^{-1}$ and $\nu^3=4.5918$, so $\zeta_{3s}\approx0.9796$. The same estimate gives 0.9770 for 3p. Then $I/\sqrt{0.9796\times0.9770}=4.5251$ bohr, 0.12 % below exact. The cost is a comparison of the Numerov amplitude with $w$ at one large radius, in order to find $N$.

**The weak pair.** In 3s–4p positive and negative parts cancel, and the program asserts only an absolute accuracy of 0.15 bohr. BD is too small in magnitude by 9.70 %, although its absolute error of 0.037 bohr is less than the 0.148 bohr of 3s–3p. At $r_c=1$ bohr Numerov is within 0.32 %, better than cancellation alone suggests. This depends on the cutoff: the error is +0.41 % at 0.49 bohr, +0.32 % at 1.44 bohr and −6.5 % at 2.25 bohr. A normalisation error is a factor and is not amplified by cancellation, while a truncation or core error is additive and is amplified. That this distinction explains the two results is a conjecture, since the budget was not computed for 4p. The 0.32 % is also the net of a normalisation factor and an additive part, which can have opposite signs, as they do for 3s–3p.

**Dependence on $r_c$.** Differentiating $R_{\rm Num}=I/\sqrt{N_1N_2}$, with $dN/dr_c=-w^2$ and $dI/dr_c=-r_cw_1w_2$, gives

$$\frac{d\ln R_{\rm Num}}{dr_c}=\frac{w_1^2}{2N_1}+\frac{w_2^2}{2N_2}-\frac{r_cw_1w_2}{I},$$

evaluated at $r_c$. Since $w_1^2/2N_1+w_2^2/2N_2\ge|w_1w_2|/\sqrt{N_1N_2}$ and $|I|=|R_{\rm Num}|\sqrt{N_1N_2}$, the last term is at most $r_c/|R_{\rm Num}|$ times the sum of the first two. For $r_c$ well below $|R_{\rm Num}|$, as for the strong pairs here, $|R_{\rm Num}|$ therefore grows with $r_c$ and is insensitive to it only where both functions are small. For a weak pair such as 3s–4p the last term can cancel or outweigh the others. The value $r_c=1$ bohr used in the table lies where $w_{3s}$ and $w_{3p}$ both nearly vanish, and the logarithmic derivative there is only about 0.0005 bohr$^{-1}$. For 3s–3p the values at $r_c=0.49$, 1.00 and 1.44 bohr are 4.5470, 4.5687 and 4.5795 bohr, between 0.37 % and 1.08 % above exact. At 2.25 bohr the value is 4.7406 bohr, 4.6 % above exact, a larger error than that of BD, so the smaller Numerov errors in the table depend on the choice of $r_c$. At 0.01 bohr it is 3.9989 bohr, 12.5 % below the value at 1 bohr. The leading divergence $C^2/r_c=0.246$ added to $N_{3p}$ gives the factor $\sqrt{0.968/1.214}=0.893$, most of that fall. For 3p–3d the value holds at 6.10 to 6.11 bohr for $r_c$ from 0.49 to 1.44 bohr and collapses to 1.72 bohr at 0.01 bohr. The p factor 0.893 cannot produce such a fall, whereas the d norm grows as $r_c^{-3}$, so even a defect of 0.003 does not permit integration to the origin.

**Rydberg pair.** Freezing the defects at their $n=6$ values gives $\nu=28.676848$ and 29.161940 for 30s and 30p. The 30s norm is $N=0.9999942$, and the two methods give 956.2204 and 956.2196 bohr, a difference of $8.5\times10^{-7}$ relative to BD. No exact value was computed for this pair. The factor $N^{-1/2}$ of 30s alone differs from 1 by $2.9\times10^{-6}$, more than this difference, so the figure contains a cancellation. Because of that cancellation the agreement does not measure the cutoff and truncation effects, which are larger than the difference of 0.0008 bohr: moving $r_c$ from 0.49 to 2.25 bohr takes the Numerov value from 956.219 to 956.232 bohr, and one more term takes BD to 956.213 bohr. It does not test the shared assumption $V=-1/r$ outside the core, which a long-range polarisation tail $\propto r^{-4}$ would violate at every $r_c$.

## Values computed for the example and the checks

```
test state nu = 5.3, l = 1
shape error h=.04,.02,.01: 1.083e-06 6.773e-08 4.234e-09
error ratios: 15.99 16.00
seed error ratio r_out 112.36/92.16 bohr: 6.0034e-03, WKB 5.8901e-03
H 1s-2p: closed 1.290266 Numerov 1.290267 BD 1.290266 bohr
H 30s-30p: closed 1349.2498 Numerov 1349.2498 BD 1349.2498 bohr
model Z = 11, a = 2.5 /bohr, h = 0.01 bohr^1/2, r_c = 1.00 bohr
extra core charge at r_c: 0.8208 e
3s: E = -0.1809864 hartree, nu = 1.662119, mu = 1.337881
4s: E = -0.0700063 hartree, nu = 2.672492, mu = 1.327508
6s: E = -0.0228593 hartree, nu = 4.676848, mu = 1.323152
3p: E = -0.1089599 hartree, nu = 2.142159, mu = 0.857841
4p: E = -0.0502176 hartree, nu = 3.155420, mu = 0.844580
6p: E = -0.0187648 hartree, nu = 5.161940, mu = 0.838060
3d: E = -0.0556703 hartree, nu = 2.996906, mu = 0.003094
3s: K = 0.517365, zeta = 0.979469 (amplitude 0.979469, two-level 0.9796)
3s: N = 0.969765 (Wronskian 0.969765), exact weight inside r_c = 0.01434
3p: K = 0.179937, zeta = 0.975715 (amplitude 0.975715, two-level 0.9770)
3p: N = 0.968175 (Wronskian 0.968175), exact weight inside r_c = 0.00856
3p: C = -0.049583 bohr^1/2; int w^2 on [0.0025,0.0100] bohr = 0.7444, formula 0.7444
BD 3s-3p: beta = 1.068461 /bohr, nu+nu' = 3.804277, P = 2, prefactor = 0.109299
a_t(3s): 1.00000 -0.91460 -0.08502 0.01065
a_t(3p): 1.00000 -0.47844 -0.47084 -0.35670
c_p, p=0..P+1: 1.00000 -1.39303 -0.11829 0.12525
terms p=0..P+1 (bohr): 6.41769 -1.98825 -0.04742 0.01913
pair: exact, Numerov, BD, BD(P+1) in bohr; errors Numerov, BD in %
3s-3p: 4.53047 4.56869 4.38202 4.40115 ; +0.84 -3.28
3p-4s: 4.44089 4.46462 4.40636 4.39748 ; +0.53 -0.78
3p-3d: 6.08892 6.11303 6.02100 6.02158 ; +0.40 -1.12
4s-4p: 10.50173 10.52676 10.42061 10.42357 ; +0.24 -0.77
6s-6p: 29.14823 29.16296 29.11199 29.10583 ; +0.05 -0.12
3s-4p: -0.38030 -0.38153 -0.34341 -0.35429 ; +0.32 -9.70
3s-3p Numerov rescaled to zeta norm: 4.52841 bohr
3s-3p exact part from r < r_c: 0.00571 bohr
r_c = 0.01 bohr: 3s-3p 3.99886, 3p-3d 1.72220 bohr
r_c = 0.09 bohr: 3s-3p 4.43775, 3p-3d 5.95774 bohr
r_c = 0.49 bohr: 3s-3p 4.54704, 3p-3d 6.09882 bohr
r_c = 1.00 bohr: 3s-3p 4.56869, 3p-3d 6.11303 bohr
r_c = 1.44 bohr: 3s-3p 4.57946, 3p-3d 6.11435 bohr
r_c = 2.25 bohr: 3s-3p 4.74059, 3p-3d 6.15901 bohr
30s, 30p: nu = 28.676848, 29.161940; 30s r_out = 2506.0 bohr, 4907 points
30s node gap in x: 1.1193 to 2.4403, bound 1.1107 bohr^1/2
30s node gap in r: 6.01 to 176.29 bohr; N = 0.9999942
30s-30p: Numerov 956.2204, BD 956.2196 bohr, rel. diff 8.53e-07
3s-3p gap: 0.072026 hartree = 1.9599 eV
1 e bohr = 2.54175 debye
e R(3s-3p): exact 11.515, Numerov 11.612, BD 11.138 debye
```
